**Walker densities in diffusion Monte Carlo, with and without guiding**

The program tests the result that DMC walkers settle into a density proportional to $\phi_0$ without guiding and to $\psi_T\phi_0$ with it, where $\phi_0$ is the ground state and $\psi_T=e^{-\alpha x^2/2}$ the guiding function. For an oscillator of frequency $\omega$ the variances are $1/\omega$ and $1/(\alpha+\omega)$, against $1/(2\omega)$ for $\phi_0^2$. Symbolic algebra verifies the guided equation, and grid diagonalization is compared with the width formulas and with the spreading law $\tanh(\omega t)/\omega$. Branching simulations in a harmonic and a quartic well are asserted to agree with the grid in walker variance, mean local energy and central fraction, within five standard errors plus 0.5 %. In all four runs the walker variance is also asserted to differ from that of $\phi_0^2$ by more than ten standard errors. For $\hbar\omega=1$ eV and $\alpha=0.6\,\omega$ the output shows harmonic walker widths of 2.760 Å unguided and 2.180 Å guided, while $\phi_0^2$ has 1.952 Å. Weighting ancestors by their surviving descendants recovers the width of $\phi_0^2$ within the asserted tolerance in every run.

## Numerical check

```python
"""
Result under test: the stationary walker density of diffusion Monte Carlo is
phi_0 without guiding and psi_T*phi_0 with guiding, not phi_0**2.
For V = omega^2 x^2/2 and psi_T = exp(-alpha x^2/2) the variances are
1/omega, 1/(alpha+omega) and, for phi_0**2, 1/(2 omega).

Symbols: phi_0 ground state, psi_T guiding function, omega oscillator frequency,
alpha exponent of psi_T (alpha = 0 means no guiding), quartic coefficient of x^4.
Atomic units inside, eV and angstrom in the output. Particle: one electron.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10

quantum_ev = 1.0
quartic_ev = 0.005                       # eV per angstrom^4
alpha_ratio = 0.6
omega = quantum_ev / HARTREE_EV
alpha_guide = alpha_ratio * omega
quartic_au = quartic_ev / HARTREE_EV * BOHR_ANGSTROM**4
central_limit = 1 / np.sqrt(2 * omega)   # half-width of the central interval


def potential(x, quartic):
    square = x * x
    return square * (0.5 * omega**2 + quartic * square)


def local_energy(x, quartic, alpha):
    return potential(x, quartic) + 0.5 * alpha - 0.5 * alpha**2 * x * x


# --- Symbolic check of the guided equation for arbitrary psi_T, V and density
s, t, y, a, e_ref_symbol = sp.symbols("s t y a E", real=True)
g = sp.Function("g")(s)
v_pot = sp.Function("V")(s)
p = sp.Function("p")(s, t)
f = g * p
unguided_rate = sp.diff(p, s, 2) / 2 - (v_pot - e_ref_symbol) * p
drift = sp.diff(g, s) / g
e_local = v_pot - sp.diff(g, s, 2) / (2 * g)
guided_rate = (sp.diff(f, s, 2) / 2 - sp.diff(f * drift, s)
               - (e_local - e_ref_symbol) * f)
assert sp.simplify(sp.expand(g * unguided_rate - guided_rate)) == 0

# --- The Gaussian step used below solves the drift-diffusion equation
step_variance = (1 - sp.exp(-2 * a * t)) / (2 * a)
kernel = (sp.exp(-(s - y * sp.exp(-a * t))**2 / (2 * step_variance))
          / sp.sqrt(step_variance))
residual = (sp.diff(kernel, t) - sp.diff(kernel, s, 2) / 2
            - sp.diff(a * s * kernel, s))
assert abs(float(residual.subs({s: 0.7, y: -0.4, t: 0.3, a: 0.6}).evalf())) < 1e-10

# --- Ground states by diagonalization on a grid
n_grid = 601
grid = np.linspace(-8, 8, n_grid) / np.sqrt(omega)
h = grid[1] - grid[0]


def diagonalize(quartic):
    return eigh_tridiagonal(1 / h**2 + potential(grid, quartic),
                            np.full(n_grid - 1, -0.5 / h**2))


def normalized(density):
    return density / (density.sum() * h)


def variance(density):
    return np.sum(grid**2 * normalized(density)) * h


def central_fraction(density):
    rho = normalized(density)
    cumulative = (np.cumsum(rho) - 0.5 * rho) * h
    return (np.interp(central_limit, grid, cumulative)
            - np.interp(-central_limit, grid, cumulative))


levels, states = diagonalize(0.0)
phi_harmonic = np.abs(states[:, 0])
levels_q, states_q = diagonalize(quartic_au)
phi_quartic = np.abs(states_q[:, 0])

# Width formulas against the grid; tolerance covers the finite grid spacing
GRID_TOL = 5e-4
assert abs(levels[0] / (omega / 2) - 1) < GRID_TOL
assert abs(variance(phi_harmonic) * omega - 1) < GRID_TOL
assert abs(variance(phi_harmonic**2) * 2 * omega - 1) < GRID_TOL
for ratio in (0.6, 1.0, 1.4):
    trial = np.exp(-0.5 * ratio * omega * grid**2)
    assert abs(variance(trial * phi_harmonic) * (1 + ratio) * omega - 1) < GRID_TOL
    assert abs(variance(trial**2) * 2 * ratio * omega - 1) < GRID_TOL

# Spreading of unguided walkers that all start at the origin
crossing_time = np.arctanh(0.5) / omega
for time in (0.3 / omega, crossing_time, 3 / omega):
    density_t = states @ (np.exp(-(levels - levels[0]) * time)
                          * states[n_grid // 2])
    assert abs(variance(density_t) * omega / np.tanh(omega * time) - 1) < 1e-3

# --- Branching random walks
rng = np.random.default_rng(20240)
TARGET, BLOCKS, WARMUP, STEPS = 2000, 120, 5, 80
tau = 0.05 / omega


def run_dmc(quartic, alpha):
    """Block means and errors of x^2, local energy, central fraction and
    ancestor x^2 (each ancestor counted once per surviving descendant)."""
    decay = np.exp(-alpha * tau)
    spread = (np.sqrt(-np.expm1(-2 * alpha * tau) / (2 * alpha))
              if alpha > 0 else np.sqrt(tau))
    x = rng.standard_normal(TARGET) / np.sqrt(2 * omega)  # oscillator phi_0^2
    energy = local_energy(x, quartic, alpha)
    rows = []
    for block in range(-WARMUP, BLOCKS):
        ancestor = x.copy()
        sums = np.zeros(3)
        for step in range(STEPS):
            e_ref = energy.mean() - omega * np.log(x.size / TARGET)
            moved = decay * x + spread * rng.standard_normal(x.size)
            new_energy = local_energy(moved, quartic, alpha)
            weight = np.exp(-tau * (0.5 * (energy + new_energy) - e_ref))
            copies = (weight + rng.random(x.size)).astype(int)
            x = np.repeat(moved, copies)
            energy = np.repeat(new_energy, copies)
            ancestor = np.repeat(ancestor, copies)
            if step % 8 == 7:
                sums += (np.mean(x * x), energy.mean(),
                         np.mean(np.abs(x) < central_limit))
        if block >= 0:
            rows.append([*(sums / (STEPS // 8)), np.mean(ancestor**2)])
    rows = np.array(rows)
    return rows.mean(axis=0), rows.std(axis=0, ddof=1) / np.sqrt(BLOCKS)


def assert_agreement(mean, error, expected):
    # 5 standard errors plus 0.5 % for time step, population control and
    # finite descendant time
    assert error < 0.02 * abs(expected)
    assert abs(mean - expected) < 5 * error + 0.005 * abs(expected)


cases = {
    "harmonic, unguided": (0.0, 0.0, phi_harmonic, levels[0]),
    "harmonic, guided": (0.0, alpha_guide, phi_harmonic, levels[0]),
    "quartic, unguided": (quartic_au, 0.0, phi_quartic, levels_q[0]),
    "quartic, guided": (quartic_au, alpha_guide, phi_quartic, levels_q[0]),
}
results = {}
for name, (quartic, alpha, phi, e_ground) in cases.items():
    walker_density = np.exp(-0.5 * alpha * grid**2) * phi
    # Mean local energy over the predicted density is the ground energy
    mean_local = np.sum(normalized(walker_density)
                        * local_energy(grid, quartic, alpha)) * h
    assert abs(mean_local / e_ground - 1) < 1e-3
    mean, error = run_dmc(quartic, alpha)
    assert_agreement(mean[0], error[0], variance(walker_density))
    assert_agreement(mean[1], error[1], e_ground)
    assert_agreement(mean[2], error[2], central_fraction(walker_density))
    assert_agreement(mean[3], error[3], variance(phi**2))
    # The popular claim is excluded by the same data
    assert abs(mean[0] - variance(phi**2)) > 10 * error[0]
    results[name] = (mean, error, walker_density)

# Potential energy: true value is half the ground energy for the oscillator
true_potential = np.sum(normalized(phi_harmonic**2) * potential(grid, 0.0)) * h
assert abs(true_potential / (omega / 4) - 1) < GRID_TOL
mixed_potential = omega**2 / (2 * (alpha_guide + omega))
mean_g, error_g, _ = results["harmonic, guided"]
assert_agreement(0.5 * omega**2 * mean_g[0], 0.5 * omega**2 * error_g[0],
                 mixed_potential)


def width_angstrom(var):
    return np.sqrt(var) * BOHR_ANGSTROM


def width_error(var, error):
    return 0.5 * error / np.sqrt(var) * BOHR_ANGSTROM


print(f"oscillator quantum: {quantum_ev:.3f} eV = {omega:.6f} hartree")
print(f"alpha/omega: {alpha_ratio:.2f}")
print(f"quartic coefficient: {quartic_ev:.4f} eV/angstrom^4")
print(f"target walkers: {TARGET}, blocks: {BLOCKS}, steps per block: {STEPS}")
print(f"omega*time step: {omega * tau:.3f}")
print(f"omega*descendant time: {omega * tau * STEPS:.2f}")
print("Formula widths (standard deviations), harmonic well:")
print(f"  phi_0: {width_angstrom(1 / omega):.4f} angstrom"
      f" = {1 / np.sqrt(omega):.4f} bohr")
print(f"  psi_T phi_0: {width_angstrom(1 / (alpha_guide + omega)):.4f} angstrom"
      f" = {1 / np.sqrt(alpha_guide + omega):.4f} bohr")
print(f"  phi_0^2: {width_angstrom(1 / (2 * omega)):.4f} angstrom"
      f" = {1 / np.sqrt(2 * omega):.4f} bohr")
print(f"  psi_T^2: {width_angstrom(1 / (2 * alpha_guide)):.4f} angstrom")
print(f"  psi_T phi_0 at alpha = 1.4 omega:"
      f" {width_angstrom(1 / (2.4 * omega)):.4f} angstrom")
print(f"omega*t when width passes that of phi_0^2: {omega * crossing_time:.4f}")
print(f"central interval: |x| < {central_limit * BOHR_ANGSTROM:.4f} angstrom")
print(f"central fraction for harmonic phi_0^2:"
      f" {central_fraction(phi_harmonic**2):.4f}")
print(f"harmonic ground energy, formula: {omega / 2 * HARTREE_EV:.4f} eV")
print(f"true mean potential, formula: {omega / 4 * HARTREE_EV:.4f} eV")
print(f"guided-walker mean potential, formula:"
      f" {mixed_potential * HARTREE_EV:.4f} eV")
print(f"quartic ground energy, grid: {levels_q[0] * HARTREE_EV:.4f} eV")
print(f"quartic phi_0^2 width, grid:"
      f" {width_angstrom(variance(phi_quartic**2)):.4f} angstrom")
for name, (mean, error, density) in results.items():
    print(f"DMC {name}:")
    print(f"  walker width: {width_angstrom(mean[0]):.4f}"
          f" +- {width_error(mean[0], error[0]):.4f} angstrom")
    print(f"  predicted width, grid: {width_angstrom(variance(density)):.4f} angstrom")
    print(f"  central fraction: {mean[2]:.4f} +- {error[2]:.4f}"
          f" (grid {central_fraction(density):.4f})")
    print(f"  mean local energy: {mean[1] * HARTREE_EV:.4f}"
          f" +- {error[1] * HARTREE_EV:.4f} eV")
    if name.startswith("harmonic"):
        print(f"  mean potential: {0.5 * omega**2 * mean[0] * HARTREE_EV:.4f}"
              f" +- {0.5 * omega**2 * error[0] * HARTREE_EV:.4f} eV")
    print(f"  descendant-weighted width: {width_angstrom(mean[3]):.4f}"
          f" +- {width_error(mean[3], error[3]):.4f} angstrom")
print("finished without a failed check")
```

It prints:

```
oscillator quantum: 1.000 eV = 0.036749 hartree
alpha/omega: 0.60
quartic coefficient: 0.0050 eV/angstrom^4
target walkers: 2000, blocks: 120, steps per block: 80
omega*time step: 0.050
omega*descendant time: 4.00
Formula widths (standard deviations), harmonic well:
  phi_0: 2.7604 angstrom = 5.2165 bohr
  psi_T phi_0: 2.1823 angstrom = 4.1240 bohr
  phi_0^2: 1.9519 angstrom = 3.6886 bohr
  psi_T^2: 2.5199 angstrom
  psi_T phi_0 at alpha = 1.4 omega: 1.7818 angstrom
omega*t when width passes that of phi_0^2: 0.5493
central interval: |x| < 1.9519 angstrom
central fraction for harmonic phi_0^2: 0.6826
harmonic ground energy, formula: 0.5000 eV
true mean potential, formula: 0.2500 eV
guided-walker mean potential, formula: 0.3125 eV
quartic ground energy, grid: 0.6347 eV
quartic phi_0^2 width, grid: 1.6200 angstrom
DMC harmonic, unguided:
  walker width: 2.7603 +- 0.0018 angstrom
  predicted width, grid: 2.7604 angstrom
  central fraction: 0.5202 +- 0.0004 (grid 0.5205)
  mean local energy: 0.4999 +- 0.0007 eV
  mean potential: 0.4999 +- 0.0007 eV
  descendant-weighted width: 1.9612 +- 0.0056 angstrom
DMC harmonic, guided:
  walker width: 2.1799 +- 0.0013 angstrom
  predicted width, grid: 2.1823 angstrom
  central fraction: 0.6289 +- 0.0004 (grid 0.6288)
  mean local energy: 0.4996 +- 0.0002 eV
  mean potential: 0.3118 +- 0.0004 eV
  descendant-weighted width: 1.9515 +- 0.0032 angstrom
DMC quartic, unguided:
  walker width: 2.1970 +- 0.0013 angstrom
  predicted width, grid: 2.1965 angstrom
  central fraction: 0.6108 +- 0.0004 (grid 0.6109)
  mean local energy: 0.6352 +- 0.0011 eV
  descendant-weighted width: 1.6197 +- 0.0051 angstrom
DMC quartic, guided:
  walker width: 1.9000 +- 0.0009 angstrom
  predicted width, grid: 1.8983 angstrom
  central fraction: 0.6880 +- 0.0003 (grid 0.6881)
  mean local energy: 0.6355 +- 0.0005 eV
  descendant-weighted width: 1.6248 +- 0.0040 angstrom
finished without a failed check
```
